# Polarisation degeneracy of a square waveguide core and its lifting by a substrate: test program

```python
"""
Result under test: a square dielectric core in uniform cladding has two exactly
degenerate fundamental modes (representation E of C4v). A substrate leaves one
mirror, and to first order in the substrate permittivity
    d(n_y - n_x)/d(eps_sub) = S_side - S_below,
where S is the normalised electric weight of the x-polarised mode in the
half-space beside or below the core.
Symbols: n = beta/k0 mode index; E = (Ex, Ey) transverse electric field;
g = (h_y, -h_x), h = Z0*H; eps = relative permittivity; lengths times k0.
Full-vector staggered grid with conducting outer walls:
n*g = Q*E, n*E = P*g, hence P*Q*E = n^2*E.
"""
from types import SimpleNamespace
import numpy as np
import scipy.sparse as sp
import scipy.sparse.linalg as spla
from scipy.linalg import eigh
from scipy.optimize import brentq


def component_average(cells):
    """Cell values averaged at the positions of Ex, Ey and Ez."""
    at_x = 0.5 * (cells[:, :-1] + cells[:, 1:])
    at_y = 0.5 * (cells[:-1] + cells[1:])
    at_z = 0.5 * (at_x[:-1] + at_x[1:])
    return at_x.ravel(), at_y.ravel(), at_z.ravel()


def difference(count, step):
    return sp.diags([1.0, -1.0], [0, -1], shape=(count, count - 1)) / step


def assemble(cells, hx, hy):
    nx, ny = cells.shape
    eps_x, eps_y, eps_z = component_average(cells)
    dx, dy = difference(nx, hx), difference(ny, hy)
    grad = sp.vstack([sp.kron(dx, sp.identity(ny - 1)),
                      sp.kron(sp.identity(nx - 1), dy)]).tocsr()
    curl = sp.hstack([-sp.kron(sp.identity(nx), dy),
                      sp.kron(dx, sp.identity(ny))]).tocsr()
    eps_t = sp.diags(np.concatenate([eps_x, eps_y]))
    q_op = (eps_t - curl.T @ curl).tocsr()
    # The divergence of a curl vanishes on this grid, which shortens P*Q.
    a_op = (q_op - grad @ sp.diags(1 / eps_z) @ grad.T @ eps_t).tocsc()
    return a_op, q_op, grad, eps_z


def parts(field, nx, ny):
    cut = nx * (ny - 1)
    return field[:cut].reshape(nx, ny - 1), field[cut:].reshape(nx - 1, ny)


def mirror_x(field, nx, ny):
    fx, fy = parts(field, nx, ny)
    return np.concatenate([-fx[::-1].ravel(), fy[::-1].ravel()])


def quarter_turn(field, nx, ny):
    fx, fy = parts(field, nx, ny)
    return np.concatenate([-fy[:, ::-1].T.ravel(), fx[:, ::-1].T.ravel()])


def solve_pair(cells, hx, hy, sigma):
    """Two modes with n^2 nearest sigma, by block inverse iteration."""
    nx, ny = cells.shape
    a_op, q_op, grad, eps_z = assemble(cells, hx, hy)
    size = a_op.shape[0]
    lu = spla.splu((a_op - sigma * sp.identity(size)).tocsc(),
                   permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.001,
                   options=dict(SymmetricMode=True))
    block = np.linalg.qr(np.random.default_rng(1).normal(size=(size, 5)))[0]
    converged = False
    for _ in range(300):
        image = lu.solve(block)
        mu, vec = np.linalg.eig(block.T @ image)
        order = np.argsort(-abs(mu))
        first, second = vec[:, order[0]], vec[:, order[1]]
        if abs(mu[order[0]].imag) > 0:
            chosen = np.column_stack([first.real, first.imag])
        else:
            chosen = np.column_stack([first.real, second.real])
        pair = np.linalg.qr(block @ chosen)[0]
        a_pair = a_op @ pair
        if np.linalg.norm(a_pair - pair @ (pair.T @ a_pair)) < 1e-9:
            converged = True
            break
        block = np.linalg.qr(image)[0]
    assert converged, "mode iteration did not converge"
    metric = pair.T @ (q_op @ pair)
    energy = pair.T @ (q_op @ a_pair)
    n2, mix = eigh((energy + energy.T) / 2, (metric + metric.T) / 2)
    raw = pair @ mix
    mirrored = np.column_stack([mirror_x(v, nx, ny) for v in raw.T])
    parity = raw.T @ (q_op @ mirrored)
    _, turn = np.linalg.eigh((parity + parity.T) / 2)
    modes = raw @ turn                      # odd = x mode, even = y mode
    labelled = np.sqrt(np.diag(turn.T @ np.diag(n2) @ turn))
    return SimpleNamespace(n_raw=np.sqrt(n2), raw=raw, parity=parity,
                           n_x=labelled[0], n_y=labelled[1],
                           split=labelled[1] - labelled[0],
                           x_mode=modes[:, 0], y_mode=modes[:, 1],
                           q=q_op, grad=grad, eps_z=eps_z)


def scalar_split(cells, h, sigma):
    """Scalar-wave index on the Ey points minus that on the Ex points."""
    nx, ny = cells.shape
    _, q_op, grad, _ = assemble(cells, h, h)
    operator = (q_op - grad @ grad.T).tocsc()   # eps + Laplacian, no coupling
    cut = nx * (ny - 1)
    index = []
    for block in (operator[:cut, :cut], operator[cut:, cut:]):
        n2 = spla.eigsh(block.tocsc(), k=1, sigma=sigma,
                        v0=np.ones(block.shape[0]), return_eigenvectors=False)
        index.append(np.sqrt(n2[0]))
    return index[1] - index[0]


def electric_weight(res, field_a, field_b, region):
    """Contributions of Ex, Ey, Ez to dn/d(eps) for a change in region."""
    n = res.n_x
    g_a, g_b = res.q @ field_a / n, res.q @ field_b / n
    z_a, z_b = res.grad.T @ g_a / res.eps_z, res.grad.T @ g_b / res.eps_z
    wx, wy, wz = component_average(region)
    cut = wx.size
    flux = 2 * np.sqrt((field_a @ g_a) * (field_b @ g_b))
    return np.array([np.sum(wx * field_a[:cut] * field_b[:cut]),
                     np.sum(wy * field_a[cut:] * field_b[cut:]),
                     np.sum(wz * z_a * z_b)]) / flux


def guide(nx, ny, core_x, core_y, e_core, e_clad, e_sub):
    cells = np.full((nx, ny), float(e_clad))
    left, bottom = (nx - core_x) // 2, (ny - core_y) // 2
    cells[:, :bottom] = e_sub
    cells[left:left + core_x, bottom:bottom + core_y] = e_core
    return cells


wavelength, width = 1550.0, 360.0                    # nm
n_core, n_air, n_silica = 3.48, 1.0, 1.444           # rough typical values
k0 = 2 * np.pi / wavelength                          # 1/nm
e_core, e_air, e_silica = n_core**2, n_air**2, n_silica**2


def wire(count, e_sub, sigma, core=None, e_c=e_core, stretch=1.0):
    core = count // 5 if core is None else core
    h = k0 * width / core
    return solve_pair(guide(count, count, core, core, e_c, e_air, e_sub),
                      h * stretch, h, sigma)


# --- Solver against the analytic TM slab mode between conducting side walls
def tm_slab_equation(kappa):
    gamma = np.sqrt(e_core - e_air - kappa**2)
    return (kappa * np.sin(kappa * k0 * width / 2)
            - e_core / e_air * gamma * np.cos(kappa * k0 * width / 2))


kappa = brentq(tm_slab_equation, 1e-6, np.pi / (k0 * width))
slab_exact = e_core - kappa**2 - (np.pi / (k0 * width))**2
slab_errors, slab_values = [], []
for core_cells in (12, 24):
    layer = np.full((core_cells, 5 * core_cells), e_air)
    layer[:, 2 * core_cells:3 * core_cells] = e_core
    h = k0 * width / core_cells
    found = spla.eigs(assemble(layer, h, h)[0], k=1, sigma=slab_exact,
                      v0=np.random.default_rng(2).normal(
                          size=2 * layer.size - sum(layer.shape)),
                      return_eigenvectors=False)[0].real
    slab_values.append(np.sqrt(found))
    slab_errors.append(abs(found - slab_exact))
assert slab_errors[1] < 0.1 and slab_errors[0] > 2.5 * slab_errors[1]

# --- Degeneracy and its representation; the first shift lies above all modes
start = wire(30, e_air, e_core)
shift = 1.08 * start.n_x**2
grids = (60, 90, 120)
uniform = [wire(count, e_air, shift) for count in grids]
for res in uniform:
    assert abs(res.n_raw[1] - res.n_raw[0]) < 1e-9
base = uniform[0]
size = grids[0]


def represent(operation):
    moved = np.column_stack([operation(v) for v in base.raw.T])
    matrix = base.raw.T @ (base.q @ moved)
    assert np.linalg.norm(moved - base.raw @ matrix) < 1e-6 * np.linalg.norm(moved)
    return np.trace(matrix)


def c4(v):
    return quarter_turn(v, size, size)


def sv(v):
    return mirror_x(v, size, size)


characters = [represent(lambda v: v), represent(c4),
              represent(lambda v: c4(c4(v))), represent(sv),
              represent(lambda v: c4(sv(v)))]
assert np.allclose(characters, [2, 0, -2, 0, 0], atol=1e-6)

# --- Unequal grid steps break the grid symmetry, so a false split must shrink
false_split = []
for nx, ny in ((30, 40), (60, 80)):
    res = solve_pair(guide(nx, ny, nx // 5, ny // 5, e_core, e_air, e_air),
                     k0 * width / (nx // 5), k0 * width / (ny // 5), shift)
    false_split.append(res.split)
assert abs(false_split[1]) < 0.7 * abs(false_split[0])

# --- First-order splitting against separately solved perturbed guides
below = np.zeros((size, size))
below[:, :(size - size // 5) // 2] = 1.0
side = below.T.copy()
s_below = electric_weight(base, base.x_mode, base.x_mode, below)
s_side = electric_weight(base, base.x_mode, base.x_mode, side)
cross = electric_weight(base, base.x_mode, base.y_mode, below).sum()
slope = s_side.sum() - s_below.sum()
step = 0.02
plus, minus = wire(size, e_air + step, shift), wire(size, e_air - step, shift)
slope_solved = (plus.split - minus.split) / (2 * step)
assert abs(cross) < 1e-8
assert abs(slope_solved / slope - 1) < 2e-3
assert s_side.sum() > s_below.sum()

# --- The real substrate
on_silica = [wire(count, e_silica, shift) for count in grids]
final = on_silica[-1]
grid_change = on_silica[-1].split - on_silica[-2].split
assert abs(final.split) > 3 * abs(grid_change)
assert np.allclose(np.sort(np.diag(final.parity)), [-1, 1], atol=1e-5)
assert min(final.n_x, final.n_y) > n_silica
wide_window = wire(72, e_silica, shift, core=12)
window_change = wide_window.split - on_silica[0].split
assert abs(window_change) < 0.05 * abs(final.split)

# --- Weak guides at fixed normalised frequency: vector split ~ contrast squared
# Ex and Ey sample the substrate edge at different points. The scalar problem
# on those points shows this grid error alone, and it is subtracted.
frequency = 4.0


def weak_guide(contrast, count):
    core = count // 5
    cells = guide(count, count, core, core, e_silica + contrast, e_silica,
                  e_silica - 0.5 * contrast)
    return cells, frequency / np.sqrt(contrast) / core, e_silica + 0.7 * contrast


weak_contrasts, weak_full, weak_scalar = (0.2, 0.1), [], []
for contrast in weak_contrasts:
    cells, h, sigma = weak_guide(contrast, 60)
    weak_full.append(solve_pair(cells, h, h, sigma).split)
    weak_scalar.append(scalar_split(cells, h, sigma))
scalar_fine = scalar_split(*weak_guide(weak_contrasts[1], 120))
assert abs(scalar_fine) < 0.4 * abs(weak_scalar[1])
weak_vector = [full - grid for full, grid in zip(weak_full, weak_scalar)]
weak_ratio = weak_vector[0] / weak_vector[1]
assert 3.5 < weak_ratio < 4.5

# --- Sizes of neglected effects (rough material coefficients)
width_error, heating = 10.0, 50.0                    # nm, K
thermo_optic, stress_optic, stress = 1.8e-4, 1.5e-11, 1e8  # 1/K, 1/Pa, Pa
oxide = 2000.0                                      # nm
wider = wire(size, e_air, shift, stretch=1 + width_error / width)
hot = wire(size, e_silica, shift, e_c=(n_core + thermo_optic * heating)**2)
decay = k0 * np.sqrt(min(final.n_x, final.n_y)**2 - e_silica)
leak_factor = np.exp(-2 * decay * oxide)

print(f"wavelength = {wavelength:.0f} nm; core width = {width:.0f} nm")
print(f"indices: core {n_core:.2f}, air {n_air:.2f}, silica {n_silica:.3f}")
print(f"TM slab check, analytic n = {np.sqrt(slab_exact):.5f}")
print(f"TM slab check, solver n (30, 15 nm) = {slab_values[0]:.5f}, {slab_values[1]:.5f}")
print("characters E, C4, C2, mirror, diagonal mirror = "
      + ", ".join(f"{round(c, 4) + 0.0:.3f}" for c in characters))
for count, free, sub in zip(grids, uniform, on_silica):
    print(f"grid step {5 * width / count:.0f} nm: air n = {free.n_x:.5f}, "
          f"|raw split| = {abs(free.n_raw[1] - free.n_raw[0]):.1e}")
    print(f"   on silica: n_x = {sub.n_x:.5f}, n_y = {sub.n_y:.5f}, "
          f"n_y-n_x = {sub.split:.5f}")
print(f"false split, unequal steps 60/45 nm = {false_split[0]:.5f}")
print(f"false split, unequal steps 30/22.5 nm = {false_split[1]:.5f}")
print("Weights and slopes below: 30 nm grid, per unit permittivity")
print(f"S_side = {s_side.sum():.5f} (Ex {s_side[0]:.5f}, Ey {s_side[1]:.5f}, Ez {s_side[2]:.5f})")
print(f"S_below = {s_below.sum():.5f} (Ex {s_below[0]:.5f}, Ey {s_below[1]:.5f}, Ez {s_below[2]:.5f})")
print(f"off-diagonal element magnitude = {abs(cross):.1e}")
print(f"split slope: formula = {slope:.6f}, solved guides = {slope_solved:.6f}")
print(f"substrate permittivity change = {e_silica - e_air:.4f}")
print(f"linear estimate of silica split = {slope * (e_silica - e_air):.5f}")
print(f"mirror parities on silica = {final.parity[0, 0]:.4f}, {final.parity[1, 1]:.4f}")
print(f"beat length on silica = {wavelength / abs(final.split) / 1000:.2f} um")
print(f"split change, 20 to 15 nm grid = {grid_change:.5f}")
print(f"split change, window 1800 to 2160 nm = {window_change:.1e}")
print(f"weak guides: normalised frequency k0*a*sqrt(contrast) = {frequency:.1f}")
for contrast, full, grid, vector in zip(weak_contrasts, weak_full,
                                        weak_scalar, weak_vector):
    print(f"   permittivity contrast {contrast:.1f}: raw n_y-n_x = {full:.3e}")
    print(f"      scalar grid part = {grid:.3e}, vector part = {vector:.3e}")
print(f"   scalar grid part, contrast {weak_contrasts[1]:.1f}, half the step = {scalar_fine:.3e}")
print(f"   ratio of raw splits = {weak_full[0] / weak_full[1]:.3f}")
print(f"   ratio of vector parts = {weak_ratio:.3f}")
print(f"split in air from +{width_error:.0f} nm width = {wider.split:.5f}")
print(f"silica split change for {heating:.0f} K core heating = {hot.split - on_silica[0].split:.1e}")
print(f"   rough thermo-optic coefficient = {thermo_optic:.1e} 1/K")
print(f"rough stress birefringence of core at {stress / 1e6:.0f} MPa = {stress_optic * stress:.1e}")
print(f"   rough stress-optic coefficient = {stress_optic:.1e} 1/Pa")
print(f"power factor exp(-2*decay*t), {oxide / 1000:.0f} um oxide = {leak_factor:.1e}")
print("checks complete")
```

Running it gives:

```
wavelength = 1550 nm; core width = 360 nm
indices: core 3.48, air 1.00, silica 1.444
TM slab check, analytic n = 1.79365
TM slab check, solver n (30, 15 nm) = 1.80870, 1.79743
characters E, C4, C2, mirror, diagonal mirror = 2.000, 0.000, -2.000, 0.000, 0.000
grid step 30 nm: air n = 2.32835, |raw split| = 4.4e-15
   on silica: n_x = 2.34873, n_y = 2.38637, n_y-n_x = 0.03764
grid step 20 nm: air n = 2.32696, |raw split| = 1.2e-14
   on silica: n_x = 2.34703, n_y = 2.38482, n_y-n_x = 0.03779
grid step 15 nm: air n = 2.32646, |raw split| = 6.7e-15
   on silica: n_x = 2.34640, n_y = 2.38424, n_y-n_x = 0.03784
false split, unequal steps 60/45 nm = -0.01511
false split, unequal steps 30/22.5 nm = -0.00395
Weights and slopes below: 30 nm grid, per unit permittivity
S_side = 0.05349 (Ex 0.02809, Ey 0.00154, Ez 0.02386)
S_below = 0.01767 (Ex 0.00838, Ey 0.00264, Ez 0.00665)
off-diagonal element magnitude = 3.0e-13
split slope: formula = 0.035814, solved guides = 0.035814
substrate permittivity change = 1.0851
linear estimate of silica split = 0.03886
mirror parities on silica = -1.0000, 1.0000
beat length on silica = 40.97 um
split change, 20 to 15 nm grid = 0.00005
split change, window 1800 to 2160 nm = -2.1e-06
weak guides: normalised frequency k0*a*sqrt(contrast) = 4.0
   permittivity contrast 0.2: raw n_y-n_x = -1.617e-04
      scalar grid part = 6.356e-05, vector part = -2.252e-04
   permittivity contrast 0.1: raw n_y-n_x = -2.481e-05
      scalar grid part = 3.212e-05, vector part = -5.693e-05
   scalar grid part, contrast 0.1, half the step = 8.185e-06
   ratio of raw splits = 6.518
   ratio of vector parts = 3.956
split in air from +10 nm width = -0.02840
silica split change for 50 K core heating = -5.1e-04
   rough thermo-optic coefficient = 1.8e-04 1/K
rough stress birefringence of core at 100 MPa = 1.5e-03
   rough stress-optic coefficient = 1.5e-11 1/Pa
power factor exp(-2*decay*t), 2 um oxide = 9.5e-14
checks complete
```
